# When a Large Kleinman-Bylander Energy Sets the Spectral Upper Bound: a program that tests the result

```python
"""
Result under test: for H = H_loc + E |chi><chi| with E > 0 in a plane-wave basis,
  max(Lam, E w + h) <= lambda_max <= Lam + E w,
and lambda_max > b (b > Lam) exactly when E > 1 / <chi|(b - H_loc)^-1|chi>.
Lam: top eigenvalue of H_loc = T + V_loc;  w: squared norm of chi inside the cutoff;
h: mean of H_loc in the normalized truncated chi;  E: Kleinman-Bylander energy.
The consequences for Chebyshev filters, explicit time steps and Lanczos are tested
by running these methods. Hartree atomic units; model periodic solid at Gamma.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh, eigvalsh, eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
TIME_AS = physical_constants["atomic unit of time"][0] * 1e18

# ---------- model parameters ----------
side = 7.0            # cubic cell, bohr
full_cut = 16.0       # cutoff of the generating basis, hartree
well_depth = 2.5      # V_s = -well_depth * wide Gaussian
narrow_amp = 2.5      # delta V = narrow_amp * narrow - wide_amp * wide
s_wide, s_narrow = 1.1, 0.7
kb_energies = (3.0, 10.0, 40.0)
cutoffs = (8.0, 12.0, 16.0)
margin = 1.05         # practical criterion: 5 percent above the cutoff

# ---------- plane-wave basis and matrices ----------
unit = 2 * np.pi / side
nmax = int(np.sqrt(2 * full_cut) / unit) + 1
r = np.arange(-nmax, nmax + 1)
n_all = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
n_vec = n_all[0.5 * unit**2 * (n_all**2).sum(1) <= full_cut]
n_sq = (n_vec**2).sum(1)
kinetic = 0.5 * unit**2 * n_sq
diff_sq = unit**2 * (n_sq[:, None] + n_sq[None, :] - 2.0 * (n_vec @ n_vec.T))


def gaussian_matrix(s):
    """Matrix of the periodic sum of exp(-r^2 / 2 s^2)."""
    return (2 * np.pi * s**2) ** 1.5 / side**3 * np.exp(-0.5 * s**2 * diff_sq)


wide, narrow = gaussian_matrix(s_wide), gaussian_matrix(s_narrow)
T = np.diag(kinetic)
e_ref, vec = eigh(T - well_depth * wide, subset_by_index=[0, 0])
eps, phi = e_ref[0], vec[:, 0]
wide_phi, narrow_phi = wide @ phi, narrow @ phi


def mean_and_square(wide_amp):
    dv_phi = narrow_amp * narrow_phi - wide_amp * wide_phi
    return phi @ dv_phi, dv_phi @ dv_phi


null_amp = narrow_amp * (phi @ narrow_phi) / (phi @ wide_phi)


def make_pseudopotential(target):
    """Choose the local part so that the Kleinman-Bylander energy is target."""
    def f(amp):
        mean, square = mean_and_square(amp)
        return square - target * mean
    amp = brentq(f, 0.85 * null_amp, null_amp, xtol=1e-14)
    mean, square = mean_and_square(amp)
    chi = (narrow_amp * narrow_phi - amp * wide_phi) / np.sqrt(square)
    h_loc = T - well_depth * wide - narrow_amp * narrow + amp * wide
    return amp, mean, square / mean, chi, h_loc


print(f"cell side {side:.1f} bohr; well depth {well_depth:.1f} hartree")
print(f"Gaussian widths {s_wide:.1f} and {s_narrow:.1f} bohr")
print(f"narrow amplitude of delta V {narrow_amp:.1f} hartree")
print(f"wide amplitude giving zero mean {null_amp:.5f} hartree")
print(f"reference bound level eps {eps:.5f} hartree")

# ---------- real-space helper for independent quadrature ----------
grid = 32
x = np.arange(grid) * side / grid


def real_gaussian(s):
    line = sum(np.exp(-0.5 * ((x - k * side) / s) ** 2) for k in range(-2, 4))
    return line[:, None, None] * line[None, :, None] * line[None, None, :]


coef = np.zeros((grid,) * 3, complex)
coef[n_vec[:, 0] % grid, n_vec[:, 1] % grid, n_vec[:, 2] % grid] = phi
phi_r = np.fft.ifftn(coef) * grid**3 / side**1.5
wide_r, narrow_r = real_gaussian(s_wide), real_gaussian(s_narrow)

# ---------- which quantity sets the top of the spectrum ----------
dominated = {}
for target in kb_energies:
    amp, mean, e_kb, chi, h_loc = make_pseudopotential(target)
    dv_r = narrow_amp * narrow_r - amp * wide_r
    quad = np.sum(abs(phi_r) ** 2 * dv_r) * (side / grid) ** 3
    assert abs(quad - mean) < 1e-8
    assert np.max(-well_depth * wide_r - dv_r) < 0      # V_loc attractive everywhere
    assert abs(e_kb * (chi @ phi) ** 2 - mean) < 1e-9
    print(f"E_KB {e_kb:.1f} hartree: wide amplitude {amp:.5f} hartree")
    print(f"  mean of delta V {mean:.5f} hartree, <chi|phi> {chi @ phi:.5f}")
    for cut in cutoffs:
        keep = np.flatnonzero(kinetic <= cut)
        hl, c = h_loc[np.ix_(keep, keep)], chi[keep]
        top_loc = eigvalsh(hl)[-1]
        H = hl + e_kb * np.outer(c, c)
        weight = c @ c
        h_mean = c @ hl @ c / weight
        if cut == full_cut and target == kb_energies[-1]:
            levels, states = eigh(H)
            main = dict(H=H, top_loc=top_loc, weight=weight, h_mean=h_mean, e_kb=e_kb,
                        var=np.sum((hl @ c) ** 2) / weight - h_mean**2)
        else:
            levels = eigvalsh(H)
        top = levels[-1]
        if cut == full_cut:
            assert abs(levels[0] - eps) < 1e-9          # same lowest level, no ghost
        assert top_loc <= kinetic[keep].max() + 1e-10
        assert max(top_loc, e_kb * weight + h_mean) <= top + 1e-9
        assert top <= top_loc + e_kb * weight + 1e-9
        assert levels[-2] <= top_loc + 1e-9             # at most one level above H_loc
        b = margin * cut
        threshold = 1 / (c @ np.linalg.solve(b * np.eye(len(c)) - hl, c))
        assert threshold <= (b - h_mean) / weight + 1e-9
        assert (e_kb > threshold) == (top > b)
        if target == 10.0 and cut == 12.0:
            at_threshold = eigvalsh(hl + threshold * np.outer(c, c))[-1]
            assert abs(at_threshold - b) < 1e-8
        dominated[target, cut] = top > b
        print(f"  cut {cut:.0f}: Lam {top_loc:.3f}, E w+h {e_kb * weight + h_mean:.3f}, "
              f"top {top:.3f}, E_c {threshold:.3f} hartree; w {weight:.4f}")
assert all(dominated[40.0, cut] for cut in cutoffs)
assert dominated[10.0, 8.0] and not dominated[10.0, 16.0]
assert not dominated[3.0, 16.0]

# ---------- main case: large E_KB at the full cutoff ----------
H = main["H"]
top, second, lower_edge = levels[-1], levels[-2], levels[1]
u = states[:, -1]
ew = main["e_kb"] * main["weight"]
correction = main["var"] / ew
estimate = ew + main["h_mean"] + correction
assert abs(estimate - top) < 0.35 * correction
H_moved = H - (top - second) * np.outer(u, u)           # only the top level is moved
print(f"main case: E_KB {main['e_kb']:.0f}, cutoff {full_cut:.0f} hartree, "
      f"{len(kinetic)} plane waves")
print(f"largest kinetic energy in basis {kinetic.max():.3f} hartree")
print(f"h {main['h_mean']:.3f} hartree, variance {main['var']:.3f} hartree^2")
print(f"large-E estimate of top {estimate:.3f} hartree")
print(f"top level {top:.3f} hartree = {top * HARTREE_EV:.1f} eV")
print(f"second highest level {second:.3f} hartree")
print(f"overlap squared of top state with chi {(u @ chi) ** 2:.4f}")

# ---------- Chebyshev filter ----------
suppression = 1e6
rng = np.random.default_rng(7)
start = rng.standard_normal(len(kinetic))
start /= np.linalg.norm(start)


def tangent(v):
    p = phi @ v
    return np.linalg.norm(v - p * phi) / abs(p)


def run_filter(A, a, b, max_degree, stop=True):
    """Chebyshev recursion; returns the degree reached and the filtered vector."""
    def scaled(v):
        return (2 * (A @ v) - (a + b) * v) / (b - a)
    old, new = start, scaled(start)
    degree = 1
    while degree < max_degree:
        if stop and tangent(new) <= tangent(start) / suppression:
            break
        old, new = new, 2 * scaled(new) - old
        degree += 1
    return degree, new / np.linalg.norm(new)


def predicted_degree(b):
    gap = lower_edge - eps
    exact = np.arccosh(suppression) / np.arccosh(1 + 2 * gap / (b - lower_edge))
    approx = 0.5 * np.arccosh(suppression) * np.sqrt((b - lower_edge) / gap)
    assert abs(approx / exact - 1) < 0.05
    return exact, approx


print(f"filter lower edge a {lower_edge:.4f} hartree, suppression {suppression:.0e}")
degrees = []
for label, A, b in (("with outlier", H, top), ("outlier moved", H_moved, second)):
    exact, approx = predicted_degree(b)
    found, _ = run_filter(A, lower_edge, b, 500)
    assert np.ceil(exact) - 4 <= found <= np.ceil(exact)
    degrees.append(exact)
    print(f"filter {label}: formula {exact:.2f}, root law {approx:.2f}, run {found}")
print(f"ratio of filter degrees {degrees[0] / degrees[1]:.3f}")
wrong_degree = int(np.ceil(degrees[1]))
_, spoiled = run_filter(H, lower_edge, second, wrong_degree, stop=False)
assert (u @ spoiled) ** 2 > 0.999
print(f"wrong bound, degree {wrong_degree}: weight on top state {(u @ spoiled) ** 2:.6f}")
print(f"  weight on wanted state {(phi @ spoiled) ** 2:.1e}")

# ---------- fourth-order Taylor time step ----------
z = sp.symbols("z", real=True)
real_part = 1 - z**2 / 2 + z**4 / 24
imag_part = -z + z**3 / 6
assert sp.expand(real_part**2 + imag_part**2 - (1 - z**6 / 72 + z**8 / 576)) == 0


def final_norm(A, dt, steps=60):
    psi = start.astype(complex)
    for _ in range(steps):
        term = psi.copy()
        for order in range(1, 5):
            term = -1j * dt / order * (A @ term.real + 1j * (A @ term.imag))
            psi = psi + term
    return np.linalg.norm(psi)


limits = []
for label, A, bound in (("with outlier", H, top), ("outlier moved", H_moved, second)):
    assert abs(levels[0]) < bound
    limit = 2 * np.sqrt(2) / bound
    below, above = final_norm(A, 0.95 * limit), final_norm(A, 1.05 * limit)
    assert below <= 1 + 1e-10 and above > 1e3
    limits.append(limit)
    print(f"time step limit {label}: {limit:.4f} a.u. = {limit * TIME_AS:.3f} as")
    print(f"  norm after 60 steps at 0.95 limit {below:.3f}, at 1.05 limit {above:.1e}")
print(f"ratio of step counts {limits[1] / limits[0]:.3f}")


# ---------- Lanczos on the same two matrices ----------
def lanczos_steps(A, tolerance=1e-8, max_steps=200):
    basis, alpha, beta = [start], [], []
    for m in range(1, max_steps + 1):
        v = A @ basis[-1]
        alpha.append(v @ basis[-1])
        if m > 2:
            ritz = eigvalsh_tridiagonal(np.array(alpha), np.array(beta))[0]
            if ritz - eps < tolerance:
                return m
        Q = np.array(basis)
        for _ in range(2):
            v = v - Q.T @ (Q @ v)
        beta.append(np.linalg.norm(v))
        basis.append(v / beta[-1])
    raise RuntimeError("Lanczos did not converge")


with_outlier, without_outlier = lanczos_steps(H), lanczos_steps(H_moved)
assert abs(with_outlier - without_outlier) <= 3
print(f"Lanczos steps to 1e-8 hartree: with outlier {with_outlier}, moved {without_outlier}")
print("verified")
```

Running it gives:

```
cell side 7.0 bohr; well depth 2.5 hartree
Gaussian widths 1.1 and 0.7 bohr
narrow amplitude of delta V 2.5 hartree
wide amplitude giving zero mean 1.44568 hartree
reference bound level eps -0.76282 hartree
E_KB 3.0 hartree: wide amplitude 1.36823 hartree
  mean of delta V 0.04309 hartree, <chi|phi> 0.11984
  cut 8: Lam 7.585, E w+h 4.774, top 7.585, E_c 6.126 hartree; w 0.9040
  cut 12: Lam 11.659, E w+h 5.141, top 11.659, E_c 9.968 hartree; w 0.9904
  cut 16: Lam 15.260, E w+h 5.176, top 15.260, E_c 14.285 hartree; w 1.0000
E_KB 10.0 hartree: wide amplitude 1.42418 hartree
  mean of delta V 0.01196 hartree, <chi|phi> 0.03458
  cut 8: Lam 7.587, E w+h 11.251, top 11.627, E_c 5.956 hartree; w 0.8984
  cut 12: Lam 11.660, E w+h 12.284, top 12.812, E_c 9.758 hartree; w 0.9898
  cut 16: Lam 15.262, E w+h 12.394, top 15.262, E_c 14.071 hartree; w 1.0000
E_KB 40.0 hartree: wide amplitude 1.44041 hartree
  mean of delta V 0.00293 hartree, <chi|phi> 0.00856
  cut 8: Lam 7.588, E w+h 38.198, top 38.278, E_c 5.912 hartree; w 0.8970
  cut 12: Lam 11.660, E w+h 42.025, top 42.119, E_c 9.703 hartree; w 0.9896
  cut 16: Lam 15.263, E w+h 42.450, top 42.546, E_c 14.016 hartree; w 1.0000
main case: E_KB 40, cutoff 16 hartree, 1021 plane waves
largest kinetic energy in basis 15.308 hartree
h 2.450 hartree, variance 3.601 hartree^2
large-E estimate of top 42.540 hartree
top level 42.546 hartree = 1157.7 eV
second highest level 15.263 hartree
overlap squared of top state with chi 0.9974
filter lower edge a 0.0925 hartree, suppression 1e+06
filter with outlier: formula 51.28, root law 51.11, run 50
filter outlier moved: formula 30.83, root law 30.55, run 30
ratio of filter degrees 1.663
wrong bound, degree 31: weight on top state 1.000000
  weight on wanted state 7.2e-35
time step limit with outlier: 0.0665 a.u. = 1.608 as
  norm after 60 steps at 0.95 limit 0.940, at 1.05 limit 4.6e+07
time step limit outlier moved: 0.1853 a.u. = 4.483 as
  norm after 60 steps at 0.95 limit 0.495, at 1.05 limit 1.4e+08
ratio of step counts 2.788
Lanczos steps to 1e-8 hartree: with outlier 31, moved 30
verified
```
